# Kohn-Luttinger variational energy of a donor in an ellipsoidal valley

## Definitions and conventions

Hartree atomic units are used: masses are in electron masses, lengths in bohr and energies in hartree. The $z$ axis lies along the symmetry axis of one conduction-band valley, and energies are measured from the minimum of that valley.

| Symbol | Meaning |
|---|---|
| $m_t,\ m_l$ | transverse and longitudinal effective masses |
| $\gamma=m_t/m_l$ | mass ratio |
| $\varepsilon$ | static dielectric constant |
| $a,\ b$ | transverse and longitudinal radii of the envelope |
| $\beta=b/a$ | shape of the envelope |
| $\rho,\ r$ | $\sqrt{x^2+y^2}$ and $\sqrt{\rho^2+z^2}$ |

The starting model is the one-valley effective-mass equation $HF=EF$ for a singly charged donor at the origin, with

$$H=-\frac{1}{2m_t}\left(\partial_x^2+\partial_y^2\right)-\frac{1}{2m_l}\partial_z^2-\frac{1}{\varepsilon r}.\tag{1}$$

The electron's wave function is the envelope $F$ times the Bloch function at the valley minimum. Equation (1) assumes a parabolic band over the wave vectors contained in $F$, a potential that varies little over one unit cell, and a constant $\varepsilon$. It omits the coupling between valleys and the short-range potential of the impurity. Equivalent valleys therefore give equal energies at this level.

The trial envelope is

$$F=N\exp\left[-\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}}\right].\tag{2}$$

By the variational principle, the mean of $H$ in $F$ is an upper bound to the ground energy of (1). It is not a bound on a measured donor level, because the real crystal has a different Hamiltonian.

## Result to implement

Define the shape factor

$$S(\beta)=\begin{cases}\arccos\beta\,/\sqrt{1-\beta^2}, & \beta<1,\\ 1, & \beta=1,\\ \operatorname{arccosh}\beta\,/\sqrt{\beta^2-1}, & \beta>1.\end{cases}\tag{3}$$

Solve for $\beta$ in

$$\gamma=\frac{2\beta^3(1-\beta S)}{S-\beta},\tag{4}$$

whose right side is continued to the value 1 at $\beta=1$. Then

$$a=\frac{\varepsilon}{m_t}\,\frac{2+\gamma/\beta^2}{3S},\qquad b=\beta a,\qquad E=-\frac{3m_t}{2\varepsilon^2}\,\frac{\beta^2S^2}{2\beta^2+\gamma}.\tag{5}$$

The binding energy in this model is $-E$.

## Mean energy for given radii

**Normalization.** Set $x=au$, $y=av$, $z=bw$ and $s=\sqrt{u^2+v^2+w^2}$. The envelope becomes $Ne^{-s}$ and the volume element becomes $a^2b\,du\,dv\,dw$. Since

$$\int e^{-2s}\,du\,dv\,dw=4\pi\int_0^\infty s^2e^{-2s}ds=4\pi\cdot\frac{2}{2^3}=\pi,$$

the normalization is $N^2=1/(\pi a^2b)$.

**Kinetic energy.** Integration by parts gives $\langle-\partial_x^2\rangle=\int(\partial_xF)^2d^3r$. The cusp at the origin adds nothing: the gradient is bounded there, while the area of a small surrounding surface goes to zero. From $\partial_ue^{-s}=-(u/s)e^{-s}$,

$$\langle-\partial_x^2\rangle=\frac{1}{a^2}\,\frac1\pi\int\frac{u^2}{s^2}e^{-2s}\,du\,dv\,dw=\frac{1}{3a^2},$$

because $u^2/s^2$ averages to $1/3$ over directions. The $y$ term is equal, and the $z$ term is $1/(3b^2)$. Hence

$$T=\frac{1}{2m_t}\cdot\frac{2}{3a^2}+\frac{1}{2m_l}\cdot\frac{1}{3b^2}=\frac{1}{3m_ta^2}+\frac{1}{6m_lb^2}.\tag{6}$$

**Attraction.** With $\mu=w/s$, the distance to the donor is

$$r=\sqrt{a^2(u^2+v^2)+b^2w^2}=as\sqrt{1-(1-\beta^2)\mu^2}.$$

The radial and angular integrals separate:

$$\left\langle\frac1r\right\rangle=\frac{1}{\pi a}\int_0^\infty s\,e^{-2s}ds\;2\pi\int_{-1}^{1}\frac{d\mu}{\sqrt{1-(1-\beta^2)\mu^2}}.$$

The radial integral is $1/4$, and the even angular integrand lets us double the range from 0 to 1. The prefactors then give $\frac{1}{\pi a}\cdot\frac14\cdot4\pi=\frac1a$, so

$$\left\langle\frac1r\right\rangle=\frac{S}{a},\qquad S=\int_0^1\frac{d\mu}{\sqrt{1-(1-\beta^2)\mu^2}}.\tag{7}$$

For $\beta<1$, put $k=\sqrt{1-\beta^2}$ and $k\mu=\sin\varphi$. The integral becomes $\arcsin(k)/k=\arccos(\beta)/k$. For $\beta>1$, put $\kappa=\sqrt{\beta^2-1}$ and $\kappa\mu=\sinh\varphi$. It becomes $\operatorname{arcsinh}(\kappa)/\kappa=\operatorname{arccosh}(\beta)/\kappa$. These are the branches in (3), and the mean energy is

$$E(a,b)=\frac{1}{3m_ta^2}+\frac{1}{6m_lb^2}-\frac{S(b/a)}{\varepsilon a}.\tag{8}$$

## Why there is one minimum

A numerical minimizer cannot by itself exclude a second, lower minimum. Convexity does. Use $p=1/a^2$ and $q=1/b^2$, in which $T$ is linear. From (7),

$$\left\langle\frac1r\right\rangle=\int_0^1\sqrt{h}\,d\mu,\qquad h=\frac{pq}{D},\qquad D=Aq+Bp,$$

with $A=1-\mu^2$ and $B=\mu^2$. The second derivatives are

$$h_{pp}=-\frac{2ABq^2}{D^3},\qquad h_{qq}=-\frac{2ABp^2}{D^3},\qquad h_{pq}=\frac{2ABpq}{D^3}.$$

Along a direction $(\xi,\eta)$ the second derivative of $h$ is therefore

$$h''=-\frac{2AB}{D^3}(q\xi-p\eta)^2\le0.$$

The square root obeys

$$(\sqrt h)''=\frac{h''}{2\sqrt h}-\frac{(h')^2}{4h^{3/2}}.$$

For $0<\mu<1$ the first term vanishes only if $(\xi,\eta)$ is parallel to $(p,q)$. In that direction $h'$ is nonzero, because $h$ is proportional to the common scale of $p$ and $q$. So $\sqrt h$ is strictly concave, and $E$ is strictly convex in $(p,q)$. It has at most one stationary point.

The minimum exists for the following reasons.

- Since $A+B=1$, $h$ is a weighted harmonic mean, and $\langle1/r\rangle\le\sqrt{\max(p,q)}$. The kinetic energy grows linearly with $\max(p,q)$ and wins at infinity.
- If $p\to0$ or $q\to0$ with the other bounded, $h\to0$ for each $0<\mu<1$ while staying bounded. The attraction then vanishes, and the limiting energy is not negative.
- For $p=q=\lambda$ with small $\lambda$, the kinetic energy is of order $\lambda$ and the attraction is $-\sqrt\lambda/\varepsilon$, so $E<0$.

The minimum thus lies at finite, nonzero radii.

## Minimization

**Size at fixed shape.** Insert $b=\beta a$ in (8):

$$E=\frac{K}{a^2}-\frac{V}{a},\qquad K=\frac{1}{3m_t}+\frac{1}{6m_l\beta^2}=\frac{2+\gamma/\beta^2}{6m_t},\qquad V=\frac{S}{\varepsilon}.$$

The condition $-2K/a^3+V/a^2=0$ gives $a=2K/V$, the radius in (5). Substitution gives

$$E=\frac{V^2}{4K}-\frac{V^2}{2K}=-\frac{V^2}{4K}=-\frac{3m_t}{2\varepsilon^2}\,\frac{S^2}{2+\gamma/\beta^2},$$

which is the energy in (5). The first term is $T$, so $E=-T$ and the potential energy is $-2T$. This virial relation is a useful check on the radius $a$ in an implementation. It holds for any fixed $\beta$, so it does not test the shape.

**Shape.** Minimizing $E$ means maximizing $\ln[\beta^2S^2/(2\beta^2+\gamma)]$:

$$\frac2\beta+\frac{2S'}{S}-\frac{4\beta}{2\beta^2+\gamma}=0.$$

The first and last terms combine to $2\gamma/[\beta(2\beta^2+\gamma)]$, so

$$-\frac{S'}{S}=\frac{\gamma}{\beta(2\beta^2+\gamma)}.\tag{9}$$

For $\beta<1$, write $S=\theta/k$ with $\theta=\arccos\beta$, $\theta'=-1/k$ and $k'=-\beta/k$. Then

$$S'=-\frac1{k^2}+\frac{\beta\theta}{k^3}=\frac{\beta S-1}{1-\beta^2}.$$

For $\beta>1$, $\theta=\operatorname{arccosh}\beta$ has $\theta'=1/\kappa$, and $\kappa'=\beta/\kappa$. This gives $S'=(1-\beta S)/\kappa^2$, the same expression. With

$$L=-\frac{S'}{S}=\frac{1-\beta S}{(1-\beta^2)S},$$

equation (9) reads $\gamma=L\beta(2\beta^2+\gamma)$, or $\gamma(1-\beta L)=2\beta^3L$. Here

$$1-\beta L=\frac{S-\beta^2S-\beta+\beta^2S}{(1-\beta^2)S}=\frac{S-\beta}{(1-\beta^2)S}.$$

Division gives (4). The mass ratio is thus an explicit function of the shape, and a table of energies against $\gamma$ can be made by stepping through $\beta$ without solving an equation.

**Monotonic root.** The square root in (7) lies between 1 and $\beta$. For $\beta<1$ this gives $S>1>\beta$ and $\beta S<1$; for $\beta>1$ both inequalities reverse. The right side of (4) is therefore positive. Two shapes with the same $\gamma$ would be two stationary points of one strictly convex energy, which is impossible. A continuous one-to-one function is monotonic, and this one starts from zero at $\beta\to0$, so it increases. A bracketing root finder on $0<\beta<1$ suffices for $\gamma<1$, and one on $\beta>1$ for $\gamma>1$. A heavy longitudinal mass flattens the envelope along $z$.

**Near the isotropic case.** Both numerator and denominator of (4) vanish at $\beta=1$, so a series avoids cancellation. With $\delta=1-\beta^2$, expansion of (7) gives $S=1+\delta/6+3\delta^2/40+\dots$, while $\beta=1-\delta/2-\delta^2/8+\dots$. Therefore

$$1-\beta S=\frac\delta3\left(1+\frac{2\delta}{5}\right),\qquad S-\beta=\frac{2\delta}{3}\left(1+\frac{3\delta}{10}\right),\qquad \beta^3=1-\frac{3\delta}{2},$$

to the order needed, and $\gamma=1-\frac75\delta+\dots$. Since $\delta\approx2(1-\beta)$, a starting value is $\beta\approx1-\frac{5}{14}(1-\gamma)$. A small error in $\beta$ changes the energy in (5) only in second order, because that energy is stationary in $\beta$ at the minimum.

## Limits and quality of the bound

**Equal masses.** At $\gamma=\beta=S=1$, (5) gives $a=\varepsilon/m_t$ and $E=-m_t/(2\varepsilon^2)$, the hydrogen result with scaled mass and charge.

**Equal radii.** Forcing $b=a$ for unequal masses gives

$$E_{\rm eq}=-\frac{3m_t}{2\varepsilon^2(2+\gamma)}.$$

This is hydrogen with the inverse mass averaged over the three axes. It is a weaker bound, because it belongs to the same trial family with one radius constrained.

**Heavy longitudinal mass.** For small $\beta$, $S=\pi/2-\beta+O(\beta^2)$. Equation (4) then gives

$$\gamma\approx\frac{4\beta^3}{\pi},\qquad \beta\approx\left(\frac{\pi\gamma}{4}\right)^{1/3}.$$

The cube root reflects a balance. Flattening costs longitudinal kinetic energy proportional to $\gamma/\beta^2$, while a finite thickness loses attraction in proportion to $\beta$. In (5), $\gamma/\beta^2\approx4\beta/\pi$ and $S^2\approx(\pi^2/4)(1-4\beta/\pi)$, so

$$E\approx-\frac{3\pi^2}{16}\,\frac{m_t}{\varepsilon^2}\left(1-\frac{6\beta}{\pi}\right).\tag{10}$$

The limiting coefficient is $-1.851$.

The ground energy of (1) can also be bounded from below. Drop the longitudinal kinetic energy, which is not negative, and use $-1/r\ge-1/\rho$. What remains is planar hydrogen at each $z$. For $f=e^{-\alpha\rho}$,

$$-\frac{1}{2m_t}\left(f''+\frac{f'}{\rho}\right)-\frac{f}{\varepsilon\rho}=\left[-\frac{\alpha^2}{2m_t}+\frac1\rho\left(\frac{\alpha}{2m_t}-\frac1\varepsilon\right)\right]f.$$

With $\alpha=2m_t/\varepsilon$ the $1/\rho$ terms cancel. This nodeless state is the planar ground state, with energy $-2m_t/\varepsilon^2$. The ground energy of (1) therefore lies between $-2m_t/\varepsilon^2$ and the value in (5).

The lower bound is approached as $\gamma\to0$. In units of $m_t/\varepsilon^2$ for energy and $\varepsilon/m_t$ for length, take the product $e^{-2\rho}e^{-|z|/d}$. Its longitudinal kinetic energy is $\gamma/(2d^2)$. The normalized planar density is $(8/\pi)e^{-4\rho}$, so replacing $1/\rho$ by $1/r$ loses at most

$$16\int_0^\infty\left(1-\frac{\rho}{\sqrt{\rho^2+z^2}}\right)d\rho=16|z|,\qquad \langle|z|\rangle=\frac d2.$$

Hence the energy does not exceed $-2+\gamma/(2d^2)+8d$, which tends to $-2$ for $d=\gamma^{1/3}$. At $\gamma=10^{-6}$ and $d=0.01$ this estimate is $-1.915$; the integrated energy is $-1.921$, against $-1.818$ for the ellipsoidal exponential.

In the limit $\gamma\to0$, form (2) thus misses 7.5 percent of the ground energy. One visible defect is its density integrated over $z$, proportional to $\int e^{-2\sqrt{\rho^2/a^2+w^2}}dw$. This has zero slope at $\rho=0$, whereas the planar density $e^{-4\rho}$ has a cusp there.

**Light longitudinal mass.** For $\gamma\gg1$ the envelope is a needle. With $\Lambda=\ln(2\beta)\gg1$, $S\approx\Lambda/\beta$ and (4) gives $\gamma\approx2\beta^2(\Lambda-1)$. Then $2\beta^2+\gamma\approx2\beta^2\Lambda$, and (5) becomes

$$E\approx-\frac{3m_t\Lambda}{4\varepsilon^2\beta^2}\approx-\frac{3m_l}{2\varepsilon^2}\Lambda(\Lambda-1).$$

The light mass sets the scale, with a slowly growing logarithmic factor. This is a statement about the trial energy; its error in this regime has not been measured here.

## Worked example

Take the round model parameters $m_t=0.2$, $m_l=1$ and $\varepsilon=12$, not assigned to a material. Then $\gamma=0.2$, and the root of (4) is $\beta=0.56692$, with $S=1.17512$. Substitution confirms it:

$$\frac{2(0.56692)^3(1-0.56692\times1.17512)}{1.17512-0.56692}=\frac{0.36441\times0.33380}{0.60820}=0.2000.$$

The length unit is $\varepsilon/m_t=60$ bohr. Since $\gamma/\beta^2=0.6223$,

$$a=60\times\frac{2.6223}{3\times1.17512}=44.63\ \text{bohr},\qquad b=0.56692\,a=25.30\ \text{bohr},$$

or 2.36 nm and 1.34 nm. The energy is

$$E=-\frac32\,\frac{(1.17512)^2}{2.6223}\,\frac{m_t}{\varepsilon^2}=-0.7899\times1.3889\times10^{-3}=-1.097\times10^{-3}\ \text{hartree},$$

so the binding energy is 29.9 meV. The two terms of (6) are $0.837\times10^{-3}$ and $0.260\times10^{-3}$ hartree. Their sum is $-E$, as the virial relation requires, and the potential energy is $-2.194\times10^{-3}$ hartree.

Direct minimization over both radii, with the averages obtained by quadrature in unscaled coordinates, gives the same energy to the six printed decimals in units of $m_t/\varepsilon^2$. Equal radii give a binding energy of 25.8 meV, so the separate radii recover about 4 meV.

The error of the trial form is measured by diagonalizing (1) in a large basis. In units of $m_t/\varepsilon^2$:

| $\gamma$ | two radii | diagonalized |
|---|---|---|
| 0.50 | $-0.6206$ | $-0.6207$ |
| 0.20 | $-0.7899$ | $-0.7911$ |
| 0.05 | $-1.0448$ | $-1.0511$ |

Enlarging the basis changes the last column by less than $10^{-6}$. Relative to that column, the variational error is 0.025, 0.15 and 0.6 percent: it grows with anisotropy over these cases. The diagonalized energies are converged values for the one-valley model, and they share its omissions.

## Sensitivity and range of use

At fixed masses, $E\propto\varepsilon^{-2}$: a 1 percent change in $\varepsilon$ changes the binding energy by about 2 percent, far more than the variational error in the example. For the masses, stationarity removes the contribution from changes in the radii. What remains is the explicit dependence of $T$:

$$\frac{\partial\ln|E|}{\partial\ln m_t}=\frac{1}{3m_ta^2T}=0.76,\qquad \frac{\partial\ln|E|}{\partial\ln m_l}=\frac{1}{6m_lb^2T}=0.24.$$

Their sum is 1, as it must be for an energy proportional to a common mass scale.

Both $a$ and $b$ must be large compared with the lattice spacing, and the smaller radius is the one to inspect. The density at the donor, $F(0)^2=1/(\pi a^2b)$, shows how strongly a compact envelope samples the region where constant screening and the bare Coulomb form fail. The short-range potential and valley coupling shift and split the levels of equivalent valleys. Those effects need additional terms in the Hamiltonian; a better envelope for (1) cannot supply them.

The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
transverse mass m_t = 0.20 electron masses
longitudinal mass m_l = 1.00 electron masses
dielectric constant eps = 12.0
mass ratio gamma = 0.200
radius ratio beta = 0.56692
shape factor S = 1.17512
length unit eps/m_t = 60.00 bohr
energy unit m_t/eps^2 = 1.388889e-03 hartree
transverse radius a = 44.630 bohr = 2.362 nm
longitudinal radius b = 25.302 bohr = 1.339 nm
kinetic energy = 1.097099e-03 hartree
potential energy = -2.194199e-03 hartree
variational energy = -1.097099e-03 hartree
variational energy = -29.854 meV
variational energy = -0.789912 m_t/eps^2
blind minimum of quadrature = -0.789912 m_t/eps^2
equal-radii energy = -25.768 meV
diagonalized energy = -29.898 meV
variational error = 0.149 percent
isotropic test of diagonalization = -0.5000000 m_t/eps^2
energies in m_t/eps^2 for several mass ratios:
gamma  beta     equal radii  two radii  diagonalized  basis change
 0.50  0.78183  -0.60000     -0.62056   -0.62071      4.3e-08
 0.20  0.56692  -0.68182     -0.78991   -0.79109      2.3e-07
 0.05  0.35097  -0.73171     -1.04482   -1.05115      5.6e-07
two-radii limit for gamma to 0 = -1.85055 m_t/eps^2
shortfall from planar bound -2 = 7.47 percent
gamma = 1e-6, two radii: -1.81835 m_t/eps^2
gamma = 1e-6, product, d = 0.01: -1.92083 m_t/eps^2
gamma = 1e-9, product, d = 0.001: -1.99159 m_t/eps^2
```
